**Subband touching and the energy oscillation of a metal film**

For free electrons between hard walls a distance L apart at fixed chemical potential μ, the leading size oscillation of the grand potential is zero when a subband touches the Fermi level. Here ν = k_F L/π, with k_F the Fermi wave number, and D = m/(πħ²) is the density of states per subband. The program asserts that the closed form in Bernoulli polynomials agrees with explicit subband sums, and that one case agrees with an integration over in-plane momentum in SI units. It also asserts the touching residue Dμ²/(60ν³), the position of the maximum and the steepest rise at touching. Further assertions cover fixed electron number, finite walls (with levels compared to a finite-difference Schrödinger equation) and thermal damping. For rough lead-like parameters and subband 15, the output gives about 1.9 meV/nm² at touching and 53 meV/nm² at the maximum, which lies 0.04 nm thicker. Among films of 8 to 13 layers, the one nearest touching has 12 layers and the one of highest energy has 8, for both hard and finite walls.

## Numerical check

```python
"""
Claim under test: for free electrons between hard walls at fixed chemical
potential mu, the leading size oscillation of the grand potential is zero when
a subband touches the Fermi level; the maximum comes at a larger thickness.

Symbols: nu = kF*L/pi (L = wall separation), x = fractional part of nu,
D = m/(pi hbar^2) = two-dimensional density of states with spin.
Energies per area are in units of D*mu^2 unless a unit is named.
"Oscillation" = grand potential minus its bulk and surface terms.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spence

# ---------- rough parameters typical of lead (111) ----------
mu_eV, work_eV, layer_nm, room_K = 9.5, 4.2, 0.286, 300.0
hbar, mass, charge = const.hbar, const.m_e, const.e
mu_J = mu_eV * charge
kF = np.sqrt(2 * mass * mu_J) / hbar              # 1/m
half_wave_nm = np.pi / kF * 1e9
D_SI = mass / (np.pi * hbar**2)
scale = D_SI * mu_J**2 / charge * 1e-18 * 1e3     # D mu^2 in meV/nm^2


def B2(x): return x**2 - x + 1 / 6
def B3(x): return x**3 - 1.5 * x**2 + 0.5 * x
def B4(x): return x**4 - 2 * x**3 + x**2 - 1 / 30
def B5(x): return x**5 - 2.5 * x**4 + 5 * x**3 / 3 - x / 6


def direct_omega(nu):
    """Explicit sum over filled subbands."""
    n = np.arange(1, int(np.floor(nu)) + 1)
    return -0.5 * np.sum((1 - (n / nu)**2)**2)


def oscillation(nu):
    return direct_omega(nu) + 4 * nu / 15 - 0.25


def closed_oscillation(nu):
    x = nu - np.floor(nu)
    return 2*B3(x)/(3*nu**2) - B4(x)/(2*nu**3) + B5(x)/(10*nu**4)


# ---------- closed form against explicit sums ----------
for nu in np.linspace(1.0, 60.0, 778):
    assert abs(oscillation(nu) - closed_oscillation(nu)) < 1e-12

# ---------- full SI definition: integrate over in-plane momentum ----------
nu_test = 15.2
L_test = nu_test * np.pi / kF
omega_SI = 0.0
for n in range(1, 16):
    E_n = (hbar * np.pi * n / L_test)**2 / (2 * mass)
    k_max = np.sqrt(2 * mass * (mu_J - E_n)) / hbar
    integral = quad(lambda s: s * (E_n + (hbar*k_max*s)**2/(2*mass) - mu_J)
                    / mu_J, 0, 1)[0]
    omega_SI += integral * mu_J * k_max**2 / np.pi
formula_SI = D_SI * mu_J**2 * (-4*nu_test/15 + 0.25
                               + closed_oscillation(nu_test))
assert abs(omega_SI / formula_SI - 1) < 1e-10


# ---------- positions of maximum, minimum and steepest rise ----------
def extremum(function, low, high, sign):
    return minimize_scalar(lambda v: -sign * function(v), bounds=(low, high),
                           method="bounded", options={"xatol": 1e-9}).x


M = 15
nu_max = extremum(oscillation, M + 0.01, M + 0.5, +1)
nu_min = extremum(oscillation, M - 0.5, M - 0.01, -1)
x_limit = 0.5 - np.sqrt(3) / 6
x_60 = extremum(oscillation, 60.01, 60.5, +1) - 60
assert abs(x_60 - (x_limit - 5 / (36 * 60))) < 1 / 60**2
grid = np.linspace(M - 0.5, M + 0.5, 2001)
slope = np.gradient([oscillation(v) for v in grid], grid)
nu_steep = grid[np.argmax(slope)]
assert abs(nu_steep - M) < 0.002
e_touch, e_max, e_min = (oscillation(v) for v in (M, nu_max, nu_min))
assert abs(e_touch * 60 * M**3 - 1) < 1e-6
big = 200
peak_big = oscillation(extremum(oscillation, big + 0.01, big + 0.5, +1))
ratio_big = oscillation(big) / peak_big
assert abs(ratio_big * big / (3 * np.sqrt(3) / 10) - 1) < 0.02


# ---------- fixed electron number instead of fixed mu ----------
def fixed_number(nu):
    """Return film Fermi index t = k_film*L/pi and the energy oscillation."""
    number = 2 * nu / 3 - 0.5
    for filled in range(max(1, int(nu) - 2), int(nu) + 3):
        n = np.arange(1, filled + 1)
        t = np.sqrt((nu**2 * number + np.sum(n**2)) / filled)
        if filled <= t < filled + 1:
            energy = (-0.5 * np.sum(((t**2 - n**2) / nu**2)**2)
                      + (t**2 / nu**2 - 1) * number)
            return t, energy + 4 * nu / 15 - 0.25
    raise ValueError("no consistent filling")


def number_touching(m):
    """Thickness index at which subband m touches the film's own Fermi level,
    and the energy oscillation there."""
    n = np.arange(1, m + 1)
    target = float(np.sum(m**2 - n**2))
    nu = brentq(lambda v: 2*v**3/3 - v**2/2 - target, m - 0.5, m + 0.5,
                xtol=1e-13)
    number = 2 * nu / 3 - 0.5
    energy = (-0.5 * np.sum(((m**2 - n**2) / nu**2)**2)
              + (m**2 / nu**2 - 1) * number)
    return nu, energy + 4 * nu / 15 - 0.25


_, residue_200 = number_touching(200)
assert abs(residue_200 * 360 * 200**3 - 1) < 0.05
nu_nt, e_nt = number_touching(M)
fermi_ratio = np.array([fixed_number(v)[0] / v for v in grid])
assert abs(grid[np.argmax(fermi_ratio)] - nu_nt) < 0.002
fermi_rise = mu_eV * 1e3 * ((M / nu_nt)**2 - 1)
nu_nmax = extremum(lambda v: fixed_number(v)[1], M + 0.02, M + 0.5, +1)
t_nmax, e_nmax = fixed_number(nu_nmax)
assert e_nt < 0.1 * e_nmax

# ---------- finite walls: depth = mu + work function ----------
a = np.sqrt(mu_eV / (mu_eV + work_eV))            # kF / k0
wall_phase = 2 * np.arcsin(a) / np.pi


def finite_levels(ell):
    """u = k/kF of filled levels; ell = kF*L/pi."""
    n = np.arange(1, int(np.floor(ell + wall_phase + 1e-10)) + 1)
    u = n / (ell + wall_phase)
    for _ in range(30):
        miss = ell * u + 2 * np.arcsin(a * u) / np.pi - n
        u = u - miss / (ell + 2 * a / np.pi / np.sqrt(1 - (a * u)**2))
    return u


wall_energy = quad(lambda u: (1-u*u)**2 * 2*a/np.pi/np.sqrt(1-(a*u)**2),
                   0, 1, epsabs=1e-14, epsrel=1e-13)[0]
wall_number = quad(lambda u: (1-u*u) * 2*a/np.pi/np.sqrt(1-(a*u)**2), 0, 1)[0]
edge_rate = 2 * a / np.pi / np.sqrt(1 - a**2)


def finite_oscillation(ell):
    smooth = 8 * ell / 15 + wall_energy - 0.5
    return -0.5 * (np.sum((1 - finite_levels(ell)**2)**2) - smooth)


# levels against a finite-difference Schroedinger equation
ell_test = 15.2 - wall_phase
L_nm = ell_test * half_wave_nm
step = L_nm / 1500
position = (np.arange(-1000, 2500) + 0.5) * step
kinetic = hbar**2 / (2 * mass * charge) * 1e18 / step**2
potential = np.where((position > 0) & (position < L_nm), 0., mu_eV + work_eV)
levels = eigh_tridiagonal(potential + 2 * kinetic,
                          -kinetic * np.ones(len(position) - 1),
                          eigvals_only=True, select="v",
                          select_range=(0.0, mu_eV))
u_test = finite_levels(ell_test)
assert len(levels) == len(u_test)
assert np.max(np.abs(levels / mu_eV - u_test**2)) < 5e-4
# leading law and touching residue in thick films
for x in (0.1, 0.2113, 0.35, 0.7, 0.85):
    ell = 240 + x - wall_phase
    leading = 2 * B3(x) / (3 * (ell + edge_rate)**2)
    assert abs(finite_oscillation(ell) / leading - 1) < 0.03
ell = 240 - wall_phase
assert abs(finite_oscillation(ell) * 60 * (ell + edge_rate)**3 - 1) < 0.03
f_touch = finite_oscillation(M - wall_phase)
f_numax = extremum(lambda v: finite_oscillation(v - wall_phase),
                   M + 0.01, M + 0.5, +1)
f_max = finite_oscillation(f_numax - wall_phase)
assert f_touch < 0.1 * f_max


# ---------- temperature at fixed mu ----------
def hot_oscillation(nu, kelvin):
    tau = const.k * kelvin / mu_J

    def term(n):
        arg = (1 - (n / nu)**2) / tau
        if arg > 0:
            value = np.pi**2/6 + arg**2/2 + spence(1 + np.exp(-arg))
        else:
            value = -spence(1 + np.exp(arg))
        return 2 * tau**2 * value
    edges = [0, nu - 1, nu, nu + 1, 2 * nu]
    smooth = sum(quad(term, p, q, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
                 for p, q in zip(edges[:-1], edges[1:])) - term(0) / 2
    total = sum(term(n) for n in range(1, int(2 * nu) + 1))
    return -0.5 * (total - smooth)


def thermal_ratio(nu, kelvin):
    k = np.arange(1, 200)
    X = np.pi**2 * k * nu * const.k * kelvin / mu_J
    wave = np.sin(2 * np.pi * k * nu) / k**3
    return np.sum(wave * X / np.sinh(X)) / np.sum(wave)


for kelvin in (300.0, 1500.0):
    measured = hot_oscillation(nu_max, kelvin) / e_max
    assert abs(measured - thermal_ratio(nu_max, kelvin)) < 0.01
hot_max = hot_oscillation(nu_max, room_K)
hot_touch = hot_oscillation(M, room_K)
assert abs(hot_touch) < 0.1 * hot_max

# ---------- whole atomic layers, walls placed for average neutrality ----------
layers = np.arange(8, 14)
per_layer = layer_nm / half_wave_nm
nu_hard = layers * per_layer + 0.75
ell_soft = layers * per_layer - 1.5 * (wall_number - 0.5)
nu_soft = ell_soft + wall_phase
e_hard = np.array([oscillation(v) for v in nu_hard]) * scale
e_soft = np.array([finite_oscillation(v) for v in ell_soft]) * scale
near_hard = layers[np.argmin(np.abs(nu_hard - np.round(nu_hard)))]
near_soft = layers[np.argmin(np.abs(nu_soft - np.round(nu_soft)))]
top_hard, top_soft = layers[np.argmax(e_hard)], layers[np.argmax(e_soft)]
assert near_hard != top_hard and near_soft != top_soft

# ---------- printed numbers ----------
atom_area = 3 * np.sqrt(3) / 4 * layer_nm**2      # fcc (111) surface cell
print(f"chemical potential above band bottom: {mu_eV:.1f} eV")
print(f"work function: {work_eV:.1f} eV; layer spacing: {layer_nm:.3f} nm")
print(f"Fermi wave number: {kF*1e-9:.3f} 1/nm")
print(f"thickness period pi/kF: {half_wave_nm:.4f} nm")
print(f"energy scale D mu^2: {scale/1e3:.1f} eV/nm^2")
print("-- hard walls, fixed mu, subband 15 --")
print(f"L at touching: {M*half_wave_nm:.4f} nm")
print(f"L at maximum: {nu_max*half_wave_nm:.4f} nm")
print(f"L at minimum: {nu_min*half_wave_nm:.4f} nm")
print(f"nu at maximum: {nu_max:.4f}; at minimum: {nu_min:.4f}")
print(f"nu at steepest rise (scan): {nu_steep:.3f}")
print(f"thick-film limit of x at maximum: {x_limit:.4f}")
print(f"oscillation at touching: {e_touch*scale:.2f} meV/nm^2")
print(f"oscillation at maximum: {e_max*scale:.2f} meV/nm^2")
print(f"oscillation at minimum: {e_min*scale:.2f} meV/nm^2")
print(f"touching / maximum: {e_touch/e_max:.4f}")
print(f"maximum per surface atom: {e_max*scale*atom_area:.2f} meV")
print(f"surface area per atom: {atom_area:.4f} nm^2")
print(f"subband 15 below mu at maximum: {mu_eV*(1-(M/nu_max)**2):.3f} eV")
print(f"subband 15 above mu at minimum: {mu_eV*((M/nu_min)**2-1):.3f} eV")
print("-- fixed electron number, hard walls --")
print(f"nu (bulk kF) at touching: {nu_nt:.4f}; at maximum: {nu_nmax:.4f}")
print(f"film Fermi index at energy maximum: {t_nmax:.4f}")
print(f"Fermi level rise at touching: {fermi_rise:.2f} meV")
print(f"oscillation at touching: {e_nt*scale:.3f} meV/nm^2")
print(f"oscillation at maximum: {e_nmax*scale:.2f} meV/nm^2")
print("-- finite walls, fixed mu --")
print(f"phase index at maximum: {f_numax:.4f}")
print(f"oscillation at touching: {f_touch*scale:.2f} meV/nm^2")
print(f"oscillation at maximum: {f_max*scale:.2f} meV/nm^2")
print("-- hard walls at 300 K, same thicknesses as at 0 K --")
print(f"oscillation at touching: {hot_touch*scale:.2f} meV/nm^2")
print(f"oscillation at 0 K maximum: {hot_max*scale:.2f} meV/nm^2")
print(f"300 K / 0 K at that thickness: {hot_max/e_max:.4f}")
print("-- whole layers: index and energy (meV/nm^2), hard | finite --")
for i, count in enumerate(layers):
    print(f"{count:2d} layers: {nu_hard[i]:.3f} {e_hard[i]:7.2f} | "
          f"{nu_soft[i]:.3f} {e_soft[i]:7.2f}")
print(f"layers nearest touching: hard {near_hard}, finite {near_soft}")
print(f"layers with highest energy: hard {top_hard}, finite {top_soft}")
print("tests ok")
```

Printed output:

```
chemical potential above band bottom: 9.5 eV
work function: 4.2 eV; layer spacing: 0.286 nm
Fermi wave number: 15.791 1/nm
thickness period pi/kF: 0.1990 nm
energy scale D mu^2: 377.0 eV/nm^2
-- hard walls, fixed mu, subband 15 --
L at touching: 2.9843 nm
L at maximum: 3.0245 nm
L at minimum: 2.9404 nm
nu at maximum: 15.2023; at minimum: 14.7792
nu at steepest rise (scan): 15.000
thick-film limit of x at maximum: 0.2113
oscillation at touching: 1.86 meV/nm^2
oscillation at maximum: 52.62 meV/nm^2
oscillation at minimum: -55.04 meV/nm^2
touching / maximum: 0.0354
maximum per surface atom: 5.59 meV
surface area per atom: 0.1063 nm^2
subband 15 below mu at maximum: 0.251 eV
subband 15 above mu at minimum: 0.286 eV
-- fixed electron number, hard walls --
nu (bulk kF) at touching: 14.9943; at maximum: 15.2021
film Fermi index at energy maximum: 15.2023
Fermi level rise at touching: 7.29 meV
oscillation at touching: 0.257 meV/nm^2
oscillation at maximum: 52.62 meV/nm^2
-- finite walls, fixed mu --
phase index at maximum: 15.2032
oscillation at touching: 1.50 meV/nm^2
oscillation at maximum: 50.38 meV/nm^2
-- hard walls at 300 K, same thicknesses as at 0 K --
oscillation at touching: 1.86 meV/nm^2
oscillation at 0 K maximum: 51.25 meV/nm^2
300 K / 0 K at that thickness: 0.9740
-- whole layers: index and energy (meV/nm^2), hard | finite --
 8 layers: 12.250   78.25 | 12.297   66.04
 9 layers: 13.688  -55.01 | 13.735  -58.41
10 layers: 15.125   46.26 | 15.172   49.44
11 layers: 16.563  -15.28 | 16.610  -23.65
12 layers: 18.000    1.21 | 18.047   15.99
13 layers: 19.438    9.47 | 19.485    1.81
layers nearest touching: hard 12, finite 12
layers with highest energy: hard 8, finite 8
tests ok
```
